# Nonlocal screening in the image energy of a charged supercell

A charged defect computed in a periodic cell interacts with its copies and with the uniform background that keeps the cell neutral. Let each cell, of volume \(V\), hold one charge \(q\) in a medium that responds linearly, and let the inverse dielectric function at small wave number \(k\) be

\[
g(k)=\frac1\varepsilon+a k^2+\cdots .
\]

Linearity, dimensions and the range of the interaction fix how \(a\) can enter the energy. The response is linear, so the energy is proportional to \(q^2\). In Gaussian units \(q^2\) is an energy times a length, and \(a\) is a length squared, so a term linear in \(a\) must be \(q^2a\) divided by a length cubed. The Coulomb interaction carries \(4\pi/k^2\), which turns \(ak^2\) into the constant \(4\pi a\). A constant in \(k\) space is a contact interaction in real space. It does not reach from one charge to the next, so in an isotropic medium the arrangement of the copies cannot matter. The background, however, has density \(-q/V\) everywhere, including at the charge. The term is therefore \(Cq^2a/V\) with a pure number \(C\). Both derivations below give \(C=-2\pi\).

## What is being calculated

The image energy \(E\) is the energy per cell of the periodic system minus the energy of one isolated charge in the same medium. A finite-size correction subtracts \(E\) from the supercell energy, so it has the opposite sign.

The medium is taken as isotropic, and a charge density of wave vector \(\mathbf k\) produces a potential of the same wave vector only (no local fields). The potential of one isolated charge is split as

\[
\frac{\phi(r)}{q}=\frac{1}{\varepsilon r}+F(r),\qquad
h(k)=\int F\,e^{-i\mathbf k\cdot\mathbf r}d^3r=\frac{4\pi}{k^2}\left[g(k)-\frac1\varepsilon\right].
\]

Here \(F\) is the part that constant screening misses. At \(k=0\),

\[
\int F\,d^3r=h(0)=4\pi a .
\]

The small-\(k\) form of \(g\) alone is not sufficient for what follows: \(F\) must also fall off fast enough to be integrable.

The constant part \(1/\varepsilon\) gives the usual image energy \(E_M\). For a cubic cell of edge \(L\), scaling of lengths gives \(E_M=-\alpha q^2/(2\varepsilon L)\), where \(\alpha\) is a number.

## First derivation: sums over reciprocal vectors

The potential in the periodic system has components \(4\pi q\,g(G)/(VG^2)\) at the reciprocal vectors \(\mathbf G\neq0\). Its cell average is set to zero, so the uniform background contributes nothing to \(\tfrac12\int\rho\phi\). The factor ½ arises because the potential grows in proportion to the charge while the charge is built up. Subtracting the isolated charge gives

\[
E=\frac{q^2}{2}\left[\frac1V\sum_{\mathbf G\ne0}\frac{4\pi g(G)}{G^2}-\int\!\frac{d^3k}{(2\pi)^3}\frac{4\pi g(k)}{k^2}\right].
\]

Each part diverges at large wave number, because a point charge has infinite self-energy. Both are multiplied by \(e^{-\sigma^2k^2}\), and \(\sigma\to0\) is taken after the subtraction.

Write \(4\pi g/k^2=4\pi/(\varepsilon k^2)+h\). The first piece gives \(E_M\). For the second, let \(h_\sigma=h\,e^{-\sigma^2k^2}\), with inverse transform \(F_\sigma\). The function \(P(\mathbf r)=\sum_{\mathbf R}F_\sigma(\mathbf r-\mathbf R)\), summed over lattice vectors, is periodic. Its Fourier coefficient is

\[
\frac1V\int_{\rm cell}P\,e^{-i\mathbf G\cdot\mathbf r}d^3r
=\frac1V\int_{\rm all}F_\sigma\,e^{-i\mathbf G\cdot\mathbf r}d^3r=\frac{h_\sigma(G)}V ,
\]

because the shifted cells fill space and \(e^{i\mathbf G\cdot\mathbf R}=1\). Setting \(\mathbf r=0\) in the Fourier series of \(P\) gives

\[
\frac1V\sum_{\text{all }\mathbf G}h_\sigma(G)=F_\sigma(0)+\sum_{\mathbf R\neq0}F_\sigma(R).
\]

The term \(F_\sigma(0)=\int h_\sigma\,d^3k/(2\pi)^3\) is the isolated part that \(E\) subtracts. The sum in \(E\) lacks \(\mathbf G=0\), so \(h(0)/V=4\pi a/V\) must be removed. Letting \(\sigma\to0\),

\[
\boxed{E=E_M-\frac{2\pi q^2a}{V}+\frac{q^2}{2}\sum_{\mathbf R\ne0}F(R)}
\]

The nonlocal term comes from the omitted point \(\mathbf G=0\). The quadratic form of \(g\) need not hold at any reciprocal vector in the sum.

## Second derivation: counting pairs in real space

Now let every pair of charge elements interact through \(1/(\varepsilon r)+F(r)\). The cell holds a point charge \(q\) and a background of density \(-q/V\). Since \(F\) is integrable, its contributions can be counted one by one, per cell.

- Point charges with point charges: \(\tfrac12q^2\sum_{\mathbf R\ne0}F(R)\). The term \(\mathbf R=0\) belongs to the isolated charge and is subtracted.
- Point charge with background: \(q\left(-\dfrac qV\right)\displaystyle\int F\,d^3r=-\frac{4\pi q^2a}{V}\).
- Background with itself: \(\dfrac12\left(\dfrac qV\right)^2V\displaystyle\int F\,d^3r=+\frac{2\pi q^2a}{V}\).

The last two add to \(-2\pi q^2a/V\), as before. If \(a>0\), the interaction is on average stronger near the charge than \(1/(\varepsilon r)\). The background there has the opposite sign and is attracted more strongly, so the energy falls.

The same counting gives the potential. Outside the range of \(F\), the background shifts the potential by \(-4\pi qa/V\) from its constant-\(\varepsilon\) value. The energy contains half of \(q\) times this shift.

It also gives \(\alpha\). Split \(1/r=\operatorname{erfc}(\eta r)/r+\operatorname{erf}(\eta r)/r\) with any \(\eta>0\). The first part is short-ranged, with \(\int \operatorname{erfc}(\eta r)\,d^3r/r=\pi/\eta^2\), and is counted as above. The second has the transform \(4\pi e^{-k^2/4\eta^2}/k^2\) and the value \(2\eta/\sqrt\pi\) at \(r=0\), and is summed over \(\mathbf G\). Hence

\[
-\frac{\alpha}{L}=\sum_{\mathbf R\ne0}\frac{\operatorname{erfc}(\eta R)}{R}-\frac{\pi}{\eta^2V}
+\frac{4\pi}{V}\sum_{\mathbf G\neq0}\frac{e^{-G^2/4\eta^2}}{G^2}-\frac{2\eta}{\sqrt\pi}.
\]

Summed numerically for the simple cubic lattice, this gives \(\alpha=2.8373\).

## What each derivation assumes

Both need linear response, isotropy and a neutral cell. The first drops the \(\mathbf G=0\) term; the second includes the background explicitly. They agree because the total charge density has no \(\mathbf G=0\) component.

The first derivation needs a definite value of \(h\) at \(k=0\), and smoothness of \(h\) if the tail sum is to be small. The second needs \(\int|F|\,d^3r\) to be finite, which implies that \(h\) is continuous at \(k=0\). The first extends readily to spread-out charges and to direction-dependent screening. The second shows when the tail sum vanishes: no charge may lie within the range of \(F\) around another.

**Exponential tails.** Take \(g=1/\varepsilon+(1-1/\varepsilon)k^2/(k^2+\mu^2)\). Then \(a=(1-1/\varepsilon)/\mu^2\) and \(F=(1-1/\varepsilon)e^{-\mu r}/r\). For \(\mu L\gg1\) in a cubic cell, the six nearest copies dominate the tail sum, and

\[
\frac{\text{tail sum}}{|\text{nonlocal term}|}\simeq
\frac{3e^{-\mu L}/L}{2\pi/(\mu^2L^3)}=\frac{3}{2\pi}(\mu L)^2e^{-\mu L}.
\]

The tail is negligible once the cell is many screening lengths wide.

**Spread-out charge.** A spherical charge of mean square radius \(s^2\) has the form factor \(f(k)=1-s^2k^2/6+\cdots\), and \(g\) is replaced by \(gf^2\). Since \(f^2=1-s^2k^2/3+\cdots\), the coefficient \(a\) becomes \(a-s^2/(3\varepsilon)\). The spread adds \(+2\pi q^2s^2/(3\varepsilon V)\), of the same order in \(V\) and, for \(a>0\), of opposite sign.

**Direction dependence.** A cubic crystal permits

\[
g=\frac1\varepsilon+\left[a+bK(\hat{\mathbf k})\right]k^2+\cdots,\qquad K=\hat k_x^4+\hat k_y^4+\hat k_z^4-\frac35 .
\]

The angular average of \(\hat k_x^4\) is \(1/5\), so \(K\) averages to zero and drops out of the isolated integral. It does not drop out of the sum, which to leading order in \(1/L\) adds

\[
\frac{q^2}{2}\,\frac{4\pi b}{V}\sum_{\mathbf G\ne0}K(\hat{\mathbf G})=\frac{2\pi q^2bS}{V}.
\]

The number \(S\) is the sum taken with weights \(e^{-tn^2}\), where \(\mathbf G=2\pi\mathbf n/L\), as \(t\to0\). Extrapolating linearly from \(t=0.04\) and \(0.06\) gives \(S=1.115\) for the simple cubic lattice. Other lattices give other values, so here the arrangement of the copies does matter. Here \(h\) has no single value at \(k=0\), and the boxed result in terms of \(a\) alone fails.

## The coefficient in Resta's model

Resta's model treats the valence electrons as a uniform gas of density \(n\) that responds to \(q\) inside a radius \(R_s\) and is undisturbed outside. In Thomas-Fermi theory the local Fermi energy, proportional to \(n^{2/3}\), minus \(e\phi\) is constant. A small change of density is therefore

\[
\delta n=\frac{3n}{2E_F}\,e\,[\phi(r)-\phi(R_s)],
\]

which vanishes at \(R_s\). The induced charge density is \(-e\,\delta n\), so Poisson's equation away from the point charge reads

\[
\nabla^2\phi=4\pi e\,\delta n=\kappa^2[\phi-\phi(R_s)],\qquad
\kappa^2=\frac{6\pi ne^2}{E_F}=\frac{4k_Fme^2}{\pi\hbar^2}.
\]

The last form uses \(n=k_F^3/3\pi^2\) and \(E_F=\hbar^2k_F^2/2m\).

Let \(u=r[\phi-\phi(R_s)]\). Then \(u''=\kappa^2u\), with \(u(0)=q\) and \(u(R_s)=0\). Outside, \(\phi=q/(\varepsilon r)\), which fixes \(\phi(R_s)\). Inside,

\[
\frac{\phi}{q}=\frac{\sinh\kappa(R_s-r)}{r\sinh\kappa R_s}+\frac1{\varepsilon R_s}.
\]

Equal slopes at \(R_s\) require

\[
\frac{\kappa}{R_s\sinh\kappa R_s}=\frac{1}{\varepsilon R_s^2}
\quad\Longrightarrow\quad
\frac{\sinh\kappa R_s}{\kappa R_s}=\varepsilon .
\]

Since \(F=0\) beyond \(R_s\), the relation \(4\pi a=\int F\,d^3r\) becomes

\[
a=\int_0^{R_s}\! r^2F\,dr=\int_0^{R_s}\! r\,\frac{\sinh\kappa(R_s-r)}{\sinh\kappa R_s}\,dr+\frac{R_s^2}{3\varepsilon}-\frac{R_s^2}{2\varepsilon}.
\]

With \(s=R_s-r\), integration by parts gives

\[
\int_0^{R_s}(R_s-s)\sinh\kappa s\,ds=-\frac{R_s}{\kappa}+\frac{\sinh\kappa R_s}{\kappa^2}.
\]

Dividing by \(\sinh\kappa R_s=\varepsilon\kappa R_s\) gives \((1-1/\varepsilon)/\kappa^2\). Therefore

\[
\boxed{a=\frac{1-1/\varepsilon}{\kappa^2}-\frac{R_s^2}{6\varepsilon}}
\]

The dielectric function gives the same coefficient. The total charge density has the transform

\[
q\,g(k)=q-\frac{\kappa^2}{4\pi}\int_{r<R_s}[\phi-\phi(R_s)]e^{-i\mathbf k\cdot\mathbf r}d^3r
=q-\frac{q\kappa^2}{k\sinh\kappa R_s}J,
\]

with \(J=\int_0^{R_s}\sinh\kappa(R_s-r)\sin kr\,dr\). Two integrations by parts give

\[
J=\frac{\sinh\kappa R_s}{k}-\frac{\kappa}{k}\left[\frac{\sin kR_s}{k}+\frac{\kappa}{k}J\right]
\ \Longrightarrow\
J=\frac{k\sinh\kappa R_s-\kappa\sin kR_s}{k^2+\kappa^2}.
\]

Inserting \(J\) and the condition on \(R_s\),

\[
g(k)=\frac{k^2+(\kappa^2/\varepsilon)\,\sin(kR_s)/(kR_s)}{k^2+\kappa^2}.
\]

With \(\sin x/x=1-x^2/6+\cdots\), the numerator is \(\kappa^2/\varepsilon+k^2[1-\kappa^2R_s^2/(6\varepsilon)]\). Multiplying by \(1/(k^2+\kappa^2)=\kappa^{-2}(1-k^2/\kappa^2+\cdots)\) gives the coefficient of \(k^2\) as \([1-\kappa^2R_s^2/(6\varepsilon)]/\kappa^2-1/(\varepsilon\kappa^2)\), which is \(a\).

The sign of \(a\) follows by writing \(x=\kappa R_s\) and \(\varepsilon=\sinh x/x\):

\[
a=\frac{1}{\varepsilon\kappa^2}\left[\frac{\sinh x}{x}-1-\frac{x^2}{6}\right]=\frac{1}{\varepsilon\kappa^2}\left[\frac{x^4}{120}+\cdots\right].
\]

All terms of the series are positive, so \(a>0\) in this model. As \(\varepsilon\to1\), \(x\to0\) and \(a\) vanishes, as it must without a medium. As \(\varepsilon\to\infty\), \(x\) grows only logarithmically, and \(a\to1/\kappa^2\), the value for a Thomas-Fermi metal.

If every nonzero lattice vector is longer than \(R_s\), the tail sum is zero. Within this model the image energy is then exactly \(E_M-2\pi q^2a/V\).

## Silicon

The example takes as chosen inputs, close to those of silicon, a lattice constant set to 0.543 nm and \(\varepsilon=12\). Eight atoms per cubic cell with four valence electrons each give \(n=32/(0.543\ \text{nm})^3=199.9\ \text{nm}^{-3}\). Then \(k_F=(3\pi^2n)^{1/3}=18.09\ \text{nm}^{-1}\), \(E_F=12.47\) eV and \(\kappa=20.86\ \text{nm}^{-1}\). Numerical solution of \(\sinh x/x=12\) gives \(x=4.733\), so \(R_s=0.2269\) nm. The coefficient is

\[
a=0.002106-0.000715=0.001391\ \text{nm}^2=0.497\ \text{bohr}^2 .
\]

For a charge \(+e\) in a cubic cell of 64 atoms, \(L=1.086\) nm and \(V=1.2808\ \text{nm}^3\). With \(e^2=1.43996\) eV nm,

\[
E_M=-\frac{2.8373\times1.43996}{2\times12\times1.086}=-0.1568\ \text{eV},
\]
\[
-\frac{2\pi e^2a}{V}=-\frac{2\pi\times1.43996\times0.001391}{1.2808}=-0.0098\ \text{eV}.
\]

The total is \(-0.1666\) eV, and the nonlocal term is 6.3 % of \(E_M\). It falls as \(1/L^3\), while \(E_M\) falls as \(1/L\):

| Atoms | \(E_M\) (eV) | Nonlocal term (eV) |
|---|---|---|
| 64 | −0.1568 | −0.0098 |
| 216 | −0.1045 | −0.0029 |
| 512 | −0.0784 | −0.0012 |

At the shortest reciprocal vector of the 64-atom cell, \(5.79\ \text{nm}^{-1}\), the model gives \(g=0.1284\) and the quadratic form 0.1299. They are still close there. At large \(k\) they part completely, since \(g\to1\) while the quadratic form grows without limit. This does not affect the result, which uses only \(h(0)\) and the range of \(F\).

## How far the number can be trusted

The estimates below keep the 64-atom cell and a charge of magnitude \(e\).

Linear response is a crude approximation close to a point charge. The full Thomas-Fermi law has \(n(1+w)^{3/2}\) in place of \(n(1+\tfrac32w)\), where \(w=e[\phi-\phi(R_s)]/E_F\), and zero density where \(w<-1\). Integrating Poisson's equation numerically with this law, and choosing \(R_s\) again so that the outer potential is \(q/(\varepsilon r)\), gives \(a=0.00111\ \text{nm}^2\) for \(+e\) and \(0.00198\ \text{nm}^2\) for \(-e\). Call these values \(a_q\). The linear energy formula no longer applies, but the pair counting can be adapted. The background is weak, so to order \(1/V\) its energy in the potential of the charge is \(-4\pi q^2a_q/V\), while its energy with itself keeps the linear coefficient, \(+2\pi q^2a/V\). The sum, \(-2\pi q^2(2a_q-a)/V\), is \(-0.0058\) eV for \(+e\) and \(-0.0182\) eV for \(-e\). The full law lies above its linear form for either sign of \(w\). At a given potential it therefore puts more screening electrons around a positive charge and removes fewer from around a negative one.

Another screening model also changes \(a\). The Penn interpolation, with its correction factor set to one, is

\[
\varepsilon(k)=1+\frac{\varepsilon-1}{[1+(E_F/E_g)(k/k_F)^2]^2},\qquad E_g=\frac{\hbar\omega_p}{\sqrt{\varepsilon-1}} .
\]

Here \(\hbar\omega_p=(4\pi ne^2\hbar^2/m)^{1/2}=16.60\) eV, so \(E_g=5.005\) eV. Expanding \(1/\varepsilon(k)\) gives \(a=2(\varepsilon-1)E_F/(\varepsilon^2E_gk_F^2)=0.00116\ \text{nm}^2\), and a term of \(-0.0082\) eV.

Both models are built on a uniform electron gas, and both appear to lie low for silicon. A band-structure estimate (empirical pseudopotential, random-phase approximation, no local fields, \(\varepsilon\approx11.6\)) gives \(a\approx0.003\ \text{nm}^2\), more than twice Resta's value, and a term of about \(-0.022\) eV. This estimate is good to one digit only: \(a\) is 0.0040, 0.0033 and 0.0031 nm² for 256, 864 and 2048 \(k\)-points.

A real defect in silicon is not a point charge, and its spread can change the net \(1/V\) term by about as much as the nonlocal screening does. For example, a charge with an assumed root-mean-square radius of 0.20 nm adds \(+0.0078\) eV. With the linear value of \(a\) from Resta's model, the spread cancels the nonlocal term at a radius \(\sqrt{3\varepsilon a}=0.224\) nm; another screening model gives another radius. The two contributions therefore belong together, and the sign of their sum depends on the defect. An assumed cubic anisotropy \(b=0.1a\) would add 0.0011 eV. This value of \(b\) is only an illustration: the added energy is proportional to \(b\), and the band-structure estimate above suggests a negative \(b\) of about \(-0.001\ \text{nm}^2\), a third of its \(a\), which would add about \(-0.008\) eV. Raising \(\varepsilon\) from 12 to 13 changes \(E_M\) by 0.0121 eV, more than the nonlocal term of \(-0.0098\) eV in Resta's linear model and about half the band-structure estimate, so the dielectric constant used must match the supercell calculation.

These energies are for a fixed lattice without free carriers. The crystal's local fields, its nonuniform electron density and the relaxation of atoms around a defect are left out. For a point charge of magnitude \(e\) in a 64-atom cell, the Resta and Penn models give a nonlocal term between about \(-0.006\) and \(-0.018\) eV. This range shows how far the models differ. It is not an error bound for real silicon: the linear band-structure estimate of about \(-0.022\) eV already lies outside it, and the effects left out could change the term further.
